Eshelby's factor between free-body and infinite-medium defect volumes

**1. Definitions and conventions**

The host is a homogeneous, isotropic, linearly elastic solid. Its displacement field is u, and repeated indices are summed. Strain and stress are

ε_ij = ½(∂_i u_j + ∂_j u_i)

σ_ij = λ δ_ij ε_kk + 2μ ε_ij,

where μ is the shear modulus and λ the Lamé constant. The trace of the stress is σ_kk = (3λ + 2μ) ε_kk. Writing this as

σ_kk = 3K ε_kk, with K = λ + 2μ/3,

defines the bulk modulus K. The combination that governs the infinite medium is

M = λ + 2μ = K + 4μ/3.

Poisson's ratio ν is the lateral contraction divided by the extension ε in a bar pulled along one axis. The lateral stress vanishes there, so λ(ε − 2νε) − 2μνε = 0, which gives

λ = 2μν/(1 − 2ν).

Stability requires μ > 0 and K > 0, that is, −1 < ν < ½.

The volume change associated with a closed surface S, with outward normal n, is the volume swept by that surface to first order in u:

ΔV(S) = ∮ u·n dS.

For a finite body, S is its outer surface, and the result is called ΔV_free. An infinite medium has no outer surface. Its "volume change" ΔV_inf means the flux of u through a closed surface drawn around the defect. Section 3 shows that for an isotropic point dipole the choice of surface does not matter.

These are relaxation volumes. They describe the displacement of the host and do not count the volume of atoms taken from or returned to a reservoir.

**2. The defect as a force dipole**

The defect is represented by forces F^a acting on the host at positions x^a, measured from the defect. They are the forces that, applied to the perfect harmonic host, produce the displacements the defect causes. Their sum and their total torque vanish. The first moment is the dipole tensor

P_ij = Σ_a x_i^a F_j^a,

which is symmetric because the torque is zero. It has the unit of energy. A positive trace means that the defect pushes outwards on balance; an anisotropic dipole with positive trace may still pull inwards along some directions.

The force density is f_j(x) = Σ_a F_j^a δ(x − x^a). Expanding the delta function about the defect gives

f_j = Σ_a F_j^a [δ(x) − x_i^a ∂_i δ(x) + …] = −P_ij ∂_i δ(x).

The first term vanishes because the forces sum to zero, and higher moments are dropped. The sign can be traced by integrating by parts: ∫ x_i f_j dV = −P_kj ∫ x_i ∂_k δ dV = +P_ij.

For a defect of cubic or higher symmetry P_ij = P δ_ij, and

f = −P ∇δ(x).

This isotropic dipole is assumed until section 6. Its strength P is taken as fixed: it does not respond to the strain that the boundaries of the body produce at the defect. Where a delta function appears inside an integral, it may be read as a smooth, narrow, spherically symmetric distribution of unit integral, so that f keeps the first moment P_ij.

**3. Infinite medium**

Mechanical equilibrium is ∂_i σ_ij + f_j = 0. Inserting Hooke's law gives

(λ + μ) ∇(∇·u) + μ ∇²u + f = 0.

With the identity ∇²u = ∇(∇·u) − ∇×(∇×u) this becomes

M ∇(∇·u) − μ ∇×(∇×u) + f = 0.

The force density is a gradient, so a curl-free displacement is a suitable trial:

u = c x/r³ = −c ∇(1/r).

Its divergence is −c ∇²(1/r) = 4πc δ(x), because ∇²(1/r) = −4πδ(x). The equilibrium equation reduces to

4πcM ∇δ − P ∇δ = 0, hence c = P/(4πM).

This is the required solution. The difference between two solutions would obey the force-free equation everywhere. For its Fourier transform v(k) that equation reads M k(k·v) + μ[k²v − k(k·v)] = 0. Since M and μ are positive, the parts of v along and across k both vanish for k ≠ 0. A transform confined to k = 0 belongs to a polynomial, and a polynomial that vanishes at infinity is zero.

The divergence theorem gives the flux through any closed surface that encloses the defect:

ΔV_inf = ∫ ∇·u dV = 4πc = P/M.

Away from the defect ∇·u = 0. The surrounding medium is sheared but not dilated, so each enclosing surface sweeps the same volume, whatever its shape or position.

**4. Finite body with a free surface**

The infinite-medium field exerts tractions on any surface drawn through it. If the body ends at that surface and nothing acts on it from outside, these tractions must be cancelled. The additional displacement that does this is called the image field. The total volume change can be found for a body of any shape without solving for the image field.

Multiply the equilibrium equation by x_j, sum over j and integrate over the body:

∫ x_j ∂_i σ_ij dV + ∫ x_j f_j dV = 0.

Integrating the first term by parts, with ∂_i x_j = δ_ij, gives

∮ x_j σ_ij n_i dS − ∫ σ_kk dV + ∫ x_j f_j dV = 0.

The surface integral vanishes because σ_ij n_i = 0 on a free surface. The last integral is P_kk. It does not depend on the origin of x, since a shift of origin multiplies the total force, which is zero. Therefore

∫ σ_kk dV = P_kk.

Now σ_kk = 3K ∇·u, and ∫ ∇·u dV is the volume change of the body. Hence

ΔV_free = P_kk/(3K).

For the isotropic dipole P_kk = 3P, so

ΔV_free = P/K.

Neither the shape of the body nor the position of the defect enters. The defect must still lie deep enough for its forces on the host to be those it exerts in the bulk; otherwise P itself changes.

**5. The factor, and where the additional volume lies**

The ratio of the two volume changes is

γ = ΔV_free/ΔV_inf = M/K = 1 + 4μ/(3K).

To express it through ν, insert λ = 2μν/(1 − 2ν) in both moduli:

M = 2μ[ν + (1 − 2ν)]/(1 − 2ν) = 2μ(1 − ν)/(1 − 2ν)

K = 2μ[3ν + (1 − 2ν)]/[3(1 − 2ν)] = 2μ(1 + ν)/[3(1 − 2ν)].

The common factor 2μ/(1 − 2ν) cancels in the quotient, leaving

γ = 3(1 − ν)/(1 + ν).

This is Eshelby's factor. It exceeds 1 throughout the stable range, because μ and K are positive. At ν = 0 it equals 3. As ν → ½ at fixed μ, the bulk modulus diverges and γ → 1: the image field can no longer dilate the medium. As ν → −1 at fixed μ, K → 0 and γ diverges.

A sphere of radius R with the defect at its centre shows how the image field produces the difference. A displacement a x has uniform strain and stress, so it needs no body force and may be added to the infinite-medium field:

u_r = c/r² + a r.

The strains are ε_rr = du_r/dr = −2c/r³ + a and, in each tangential direction, u_r/r = c/r³ + a. Their sum is 3a. The radial stress is

σ_rr = 3λa + 2μ(a − 2c/r³) = 3Ka − 4μc/r³.

Setting it to zero at r = R gives

a = 4μc/(3KR³).

For c > 0 the infinite-medium field has a compressive radial stress, −4μc/r³. Removing the material outside R removes the push that supplied this compression, and the sphere expands uniformly by the image dilatation

3a = 4μc/(KR³).

The dilatation falls as 1/R³, while the volume over which it acts grows as R³. The product is independent of R:

3a · (4π/3)R³ = 4πc · 4μ/(3K) = (γ − 1) ΔV_inf.

The flux through an inner sphere of radius r, centred on the defect, follows from 4πr²u_r:

ΔV(r) = ΔV_inf [1 + (γ − 1)(r/R)³].

Close to the defect (r ≪ R) one finds the infinite-medium value, and at the surface the free-body value. In other shapes the image dilatation is in general not uniform, but here the additional volume is spread evenly over the whole body. This is why the limit R → ∞ must be taken with care. At fixed r the displacement tends to that of the infinite medium, but the volume change measured at the outer surface remains γ ΔV_inf for every R.

**6. Anisotropic dipoles**

If P_ij is not proportional to δ_ij, the free-body result P_kk/(3K) still holds, since its derivation used only the trace. The infinite-medium flux, however, now depends on the surface.

To see this, take the divergence of the equilibrium equation of section 3. The curl term drops out, and

M ∇²(∇·u) = −∂_j f_j = P_ij ∂_i ∂_j δ(x).

Since δ(x) = −∇²[1/(4πr)], the solution that vanishes at infinity is

∇·u = −(1/M) P_ij ∂_i ∂_j [1/(4πr)].

For an isotropic dipole this is (P/M) δ(x), as before. Otherwise it is nonzero outside the defect, and two enclosing surfaces can sweep different volumes. Integrating over the interior of S, and using ∂_j(1/r) = −x_j/r³, gives

ΔV_inf(S) = [1/(4πM)] ∮ P_ij n_i x_j/r³ dS.

The integral is evaluated here for two surfaces.

For a sphere centred on the defect, x_j = r n_j and dS = r² dΩ. The integral of n_i n_j over all directions is (4π/3)δ_ij, so the flux is P_kk/(3M). With this surface the ratio is again γ.

For a rectangular box whose edges lie along the principal axes of P_ij, only the component P_kk (no sum) contributes on the faces normal to axis k. The rest of the integrand is the solid angle element seen from the defect. With Ω_k the solid angle of that pair of faces,

ΔV_inf(box) = Σ_k P_kk Ω_k/(4πM).

The value depends on the proportions of the box even when the trace of P_ij is fixed. For an anisotropic dipole, an infinite-medium volume must therefore be quoted together with its surface.

**7. Periodic supercells**

A supercell of volume V contains one defect. Its displacement is a periodic part w plus a homogeneous strain ε_ij. The elastic energy contains a cross term between ε_ij and the strain of w. It vanishes, because the gradient of a periodic function integrates to zero over the cell. The work of the defect forces in the homogeneous strain is Σ_a F_j^a ε_ij x_i^a = P_ij ε_ij.

For a pure dilatation, ε_ij = (η/3)δ_ij, the energy is therefore

W(η) = W₀ + ½KVη² − (P_kk/3) η,

where W₀ contains the relaxed periodic part and does not depend on η. For the isotropic dipole P_kk/3 = P.

With the cell held fixed, the total volume change is zero, and the defect produces the pressure

p = −(1/V) dW/dη at η = 0, that is, p = P/V.

If the cell relaxes to zero pressure, dW/dη = 0 gives η = P/(KV), and

ΔV_cell = Vη = P/K = pV/K.

A relaxed supercell thus gives the free-body volume. It must not be multiplied by γ. The same holds for pV/K obtained from a fixed cell. Here p is the pressure of the defect cell minus that of the perfect cell with the same lattice vectors. To obtain the infinite-medium flux of an isotropic dipole, divide either result by γ.

For an anisotropic dipole the cell also changes shape. In an isotropic medium the energies of dilatation and shear separate, so the relaxed volume change is P_kk/(3K).

**8. Worked example**

Take the round model parameters μ = 50 GPa, ν = 0.3 and P = 10 eV. The moduli are

λ = 2 · 50 · 0.3/0.4 = 75 GPa

K = 75 + 2 · 50/3 = 108.33 GPa

M = 75 + 2 · 50 = 175 GPa.

In units suited to these moduli the dipole strength is 1602.18 GPa Å³. The two volume changes are

ΔV_inf = 1602.18/175 = 9.16 Å³

ΔV_free = 1602.18/108.33 = 14.79 Å³.

Their ratio is γ = 3 · 0.7/1.3 = 1.615. The image field contributes 5.63 Å³, more than a third of the free-body value.

The field strength is c = ΔV_inf/(4π) = 0.7286 Å³. In a sphere of radius 50 Å the image dilatation is

3a = 4 · 50 · 0.7286/(108.33 · 50³) = 1.08 × 10⁻⁵.

At a radius of 100 Å it is eight times smaller, 1.35 × 10⁻⁶, and the sphere is eight times larger, so the image volume is again 5.63 Å³. In the smaller sphere the flux through an inner surface is

10.37 Å³ at r = 30 Å,

12.04 Å³ at r = 40 Å,

14.79 Å³ at r = 50 Å.

At r = 30 Å, for example, (r/R)³ = 0.216, and 9.155 · (1 + 0.6154 · 0.216) = 10.37. A displacement field sampled part of the way to the surface thus gives neither of the two limiting volumes.

Next consider a periodic cell of 60 × 40 × 40 Å, with V = 96000 Å³. At fixed cell the pressure is 1602.18/96000 = 0.0167 GPa. Multiplying by V/K returns 14.79 Å³, the volume change of the relaxed cell.

Finally, replace the isotropic dipole by a uniaxial one with the same trace, P_xx = 3P and all other components zero. A free body still expands by 14.79 Å³. In the infinite medium, a sphere centred on the defect sweeps 9.16 Å³. For a box of 60 × 40 × 40 Å centred on the defect, with its long edge along x, Gauss–Legendre quadrature of the solid angle gives Ω_x/(4π) = 0.1991. The box sweeps

3 · 0.1991 · 9.155 = 5.47 Å³.

The free-body volume is 2.70 times this flux, although γ is 1.615. For a cube centred on the defect, symmetry makes the three solid-angle fractions equal to ⅓, and the factor γ is recovered.

**9. Use and limits**

The boundary condition decides which volume a calculation yields:

- Free surface, or periodic cell relaxed to zero pressure: P_kk/(3K).
- Fixed periodic cell: zero volume change, with pressure P_kk/(3V).
- Infinite medium, isotropic dipole: P/M through any enclosing surface.
- Infinite medium, anisotropic dipole: P_kk/(3M) through an enclosing sphere, centred or not (see the end of this section); for other shapes the integral of section 6 gives the flux, which in general differs.

Three assumptions limit these results.

First, P is fixed. If the defect forces respond linearly to strain, the image strain at the centre of a large sphere changes P by an amount that falls as 1/R³ to leading order. For a defect at depth d below the surface of a much larger body the image strain at the defect is instead of order c/d³. The correction disappears when the defect lies far from every surface, whereas the factor γ does not.

Second, the medium is isotropic. In a cubic crystal the trace relation σ_kk = (C₁₁ + 2C₁₂) ε_kk = 3K ε_kk still holds, so the derivation of section 4 and its result P_kk/(3K) carry over. The infinite-medium field of section 3 does not, and γ is then no more than an isotropic estimate.

Third, elasticity is linear. Near the defect the strain grows as c/r³, and terms quadratic in strain add a stress σ⁽²⁾_ij of order c²/r⁶ times an elastic modulus. On the harmonic host this acts as a force density ∂_i σ⁽²⁾_ij, whose first moment is −∫ σ⁽²⁾_ij dV. The integral converges at large r and is dominated by the core, so enlarging the body does not remove it. By the definition of the forces in section 2 it is part of P_ij, not a separate addition to P_kk/(3K). The consequence is that linear elasticity takes P as an input. It can come from an atomistic calculation, for example from pV in a large cell, or from a measured volume change. For an isotropic dipole the infinite-medium flux equals P/M for a surface of arbitrary shape only if that surface lies well outside the anharmonic core and far beyond the range s of the defect forces, because the higher moments dropped in section 2 also contribute. For a defect with inversion symmetry the next moment is of third order in x^a and its displacement falls as 1/r⁴, so for a surface such as a box of size L the relative change is of order (s/L)². Without inversion symmetry, as for a tetrahedral defect, a second-order moment can survive, and the change can be of order s/L. Spheres are an exception. By the divergence equation of section 6, a force F^a produces the dilatation −F^a·(x − x^a)/(4πM|x − x^a|³). This has the form of a Coulomb field, and its integral over a ball centred at x⁰ that contains x^a is F^a·(x^a − x⁰)/(3M). The forces sum to zero, so a sphere that encloses all of them sweeps P_kk/(3M), whatever its centre and whatever the higher moments.
